Singlet-triplet mixing by the antisymmetric Breit spin-orbit term

**The fact to be explained**

Muonium is an electron bound to a positive muon; positronium is an electron bound to a positron. Both have the charges of hydrogen, and in both the n = 2, L = 1 shell contains two levels with total angular momentum J = 1. In muonium the upper of these levels comes out as 66.8 % spin singlet and 33.2 % spin triplet. In positronium it is a pure singlet. The only input changed between the two calculations is the mass of the positive particle.

Equal J alone does not explain this, since both atoms have it. I start with an infinitely heavy positive particle, then let it move, and finally make the masses equal.

Conventions: Hartree atomic units, with α = 1/c. Particle 1 has mass m₁, charge q₁ and spin s₁ = σ₁/2; likewise for particle 2. The charges are opposite, q₁q₂ = −Z. Both are point Dirac particles with g = 2. In the centre-of-mass frame r = r₁ − r₂, p = p₁ = −p₂, L = r × p, n = r/r and S = s₁ + s₂. While finding potentials I set c = 1; the spin terms then regain a factor 1/c² = α².

**Stage 1: a fixed centre**

Let particle 1 scatter from momentum p to p′ in the Coulomb field of a fixed charge q₂, with q = p′ − p. To first order in the field the amplitude is

U = (4πq₁q₂/q²) ρ₁,  ρ₁ = w(p′)†w(p).

Here w(p) is the Dirac spinor normalized to w†w = 1. For a two-component spin state χ,

w(p) = N [χ, σ·p χ/(E + m)],  N² = (E + m)/(2E).

At small momentum E ≈ m + p²/(2m), so N² ≈ 1 − p²/(4m²), and the lower component is σ·p χ/(2m). The product rule for Pauli matrices gives

(σ·p′)(σ·p) = p′·p + iσ·(p′ × p).

Since |p′| = |p|, we have q² = 2p² − 2p·p′. Therefore

ρ₁ = 1 − p²/(4m₁²) + [p′·p + iσ₁·(p′ × p)]/(4m₁²)
 = 1 − q²/(8m₁²) + i s₁·(p′ × p)/(2m₁²).

The q² term does not involve spin. In the last term p′ × p = (p + q) × p = q × p. A potential follows from its amplitude by V(r) = ∫ d³q/(2π)³ exp(iq·r) U, so 4π/q² becomes 1/r and a factor iq becomes a gradient:

4πiq/q² → ∇(1/r) = −r/r³.

The spin term is thus −q₁q₂ (r × p)·s₁/(2m₁²r³). With q₁q₂ = −Z and α² restored,

H_fixed = Zα² L·s₁/(2m₁²r³).

The heavy particle's spin is absent from this energy, but it still exists and still counts in J. Written in terms of both spins,

L·s₁ = ½ L·S + ½ L·(s₁ − s₂).

The first part conserves the total spin S. The second needs a closer look.

**What the antisymmetric operator does**

Let |s⟩ be the singlet, and define three states

|tᵢ⟩ = (s₁ − s₂)ᵢ|s⟩,  i = x, y, z.

The singlet is odd under exchange of the spins and so is s₁ − s₂. The |tᵢ⟩ are therefore even: they are triplets. Since S|s⟩ = 0, s₂ acts on |s⟩ as −s₁, so |tᵢ⟩ = 2s₁ᵢ|s⟩ = σ₁ᵢ|s⟩. Their overlaps are

⟨tᵢ|tⱼ⟩ = ⟨s|σ₁ᵢσ₁ⱼ|s⟩ = δᵢⱼ + iεᵢⱼₖ⟨s|σ₁ₖ|s⟩ = δᵢⱼ,

because a singlet has no preferred spin direction. The three states are an orthonormal triplet basis.

For an orbital state Y of angular momentum L,

L·(s₁ − s₂) Y|s⟩ = Σᵢ (LᵢY)|tᵢ⟩.

The squared norm of the right side is Σᵢ⟨LᵢY|LᵢY⟩ = ⟨Y|L²|Y⟩ = L(L + 1). The operator is a rotational scalar, so it preserves J, and J = L for the singlet. It also leaves L unchanged. With Λ = √(L(L + 1)), and with ¹L and ³L denoting the singlet and triplet that both have J = L,

L·(s₁ − s₂)|¹L⟩ = Λ|³L⟩.

This equation also fixes the phase of |³L⟩. Being odd under spin exchange, the operator has no singlet-singlet or triplet-triplet elements. So the statement that it mixes singlets and triplets of equal J needs sharpening: the two states must also have the same L, hence J = L, and L must be at least 1. An S state has no partner to mix with.

**Check on the fixed centre**

The symmetric part follows from J² = L² + S² + 2L·S. On |³L⟩ this reads L(L + 1) = L(L + 1) + 2 + 2L·S, so L·S = −1. On the singlet L·S = 0. In the basis (|¹L⟩, |³L⟩) the operator L·s₁ is then

[ 0, Λ/2 ]
[ Λ/2, −1/2 ].

Its eigenvalues λ satisfy λ² + λ/2 − Λ²/4 = 0. Since 1/4 + Λ² = (L + 1/2)², the roots are λ = L/2 and λ = −(L + 1)/2. These are the values of L·s₁ for a single electron with j = L + 1/2 and j = L − 1/2, as they must be.

For the upper root let the eigenvector be (a, b). The first row gives bΛ/2 = aL/2, so b²/a² = L²/Λ² = L/(L + 1), and

singlet weight = a²/(a² + b²) = (L + 1)/(2L + 1).

For L = 1 this is 2/3, close to the muonium value. The strong mixing is thus ordinary one-electron spin-orbit coupling seen in a basis of total spin. The energy depends on s₁ alone, so the natural label is j; for J = L ≥ 1 a state of definite j is not one of definite S. (The states with J = L ± 1 have no singlet partner and are pure triplets with definite j.)

**Stage 2: the partner moves**

A moving partner has its own spin-orbit energy, and the two currents interact. One-photon exchange gives

U = (4πq₁q₂/q²)(ρ₁ρ₂ − j₁·j₂),  j = w(p′)†α w(p),

where in this line α denotes the three Dirac matrices. On shell the photon carries no energy. The Dirac Hamiltonian h(p) = α·p + βm gives

q·j = w(p′)†[h(p′) − h(p)]w(p) = (E′ − E)w(p′)†w(p) = 0,

so removing the part of the currents along q would change nothing.

To lowest order the i-th component of j₁ is the spin matrix element of

[σᵢ(σ·p) + (σ·p′)σᵢ]/(2m₁).

Using σᵢσⱼ = δᵢⱼ + iεᵢⱼₖσₖ, the bracket equals (p + p′)ᵢ + iεᵢⱼₖ(p − p′)ⱼσₖ. The last term is −i(q × σ)ᵢ = i(σ × q)ᵢ. Thus

j₁ = (p + p′)/(2m₁) + iσ₁ × q/(2m₁).

Particle 2 has the opposite momenta, so both p + p′ and q change sign:

j₂ = −(p + p′)/(2m₂) − iσ₂ × q/(2m₂).

In ρ₂ two momenta are reversed and the product p′ × p keeps its sign, so its spin term is +i s₂·(p′ × p)/(2m₂²).

The part of −j₁·j₂ linear in spin is

i[(σ₁ + σ₂) × q]·(p + p′)/(4m₁m₂).

Here (σ × q)·(p + p′) = σ·[q × (p + p′)], and

(p′ − p) × (p + p′) = p′ × p − p × p′ = 2p′ × p.

With σ = 2s, the current term becomes i(s₁ + s₂)·(p′ × p)/(m₁m₂). Adding the terms from ρ₁ and ρ₂ gives i(p′ × p)·(A₁s₁ + A₂s₂), where

A₁ = 1/(2m₁²) + 1/(m₁m₂),
A₂ = 1/(2m₂²) + 1/(m₁m₂).

The Fourier transform is the one of stage 1:

H_so = (Zα²/r³)(A₁ L·s₁ + A₂ L·s₂).

None of the spin terms needed |p′| = |p|, and σ × q is perpendicular to q in any case. They can therefore be used for a bound state at this order. For m₂ → ∞ we get A₁ → 1/(2m₁²) and A₂ → 0, which is stage 1 again.

Now separate sum and difference:

A₁ L·s₁ + A₂ L·s₂ = a₊ L·S + a₋ L·(s₁ − s₂),
a₊ = (A₁ + A₂)/2 = ¼(1/m₁² + 1/m₂²) + 1/(m₁m₂),
a₋ = (A₁ − A₂)/2 = ¼(1/m₁² − 1/m₂²).

The term 1/(m₁m₂) describes each spin in the magnetic field of the other particle's current. It is the same for both spins and cancels in a₋. What remains is the difference between the energies of the two spins moving through the Coulomb field. For equal masses that difference vanishes.

**The spin-spin term**

The mixing angle also depends on the separation of the unmixed levels, so the term containing both spins is needed. From −j₁·j₂ it is

−(σ₁ × q)·(σ₂ × q)/(4m₁m₂) = −[q²σ₁·σ₂ − (σ₁·q)(σ₂·q)]/(4m₁m₂).

Multiply by 4πq₁q₂/q² = −4πZ/q². The first piece becomes constant in q, a contact term at r = 0. It does not act for L ≥ 1, where the wave function vanishes at the origin. In the second piece qᵢqⱼ becomes −∂ᵢ∂ⱼ, and away from the origin

∂ᵢ∂ⱼ(1/r) = (3nᵢnⱼ − δᵢⱼ)/r³.

With σ₁σ₂ = 4s₁s₂ the result is

H_ss = Zα²T/(m₁m₂r³),  T = 3(s₁·n)(s₂·n) − s₁·s₂.

T is even under spin exchange and cannot mix singlet with triplet. On a singlet (s₁·n)(s₂·n) = −1/4 and s₁·s₂ = −3/4, so T = 0. On a triplet s₁·s₂ = 1/4, while squaring S·n gives (s₁·n)(s₂·n) = ½(S·n)² − 1/4. Hence

T = (3/2)(S·n)² − 1.

The state |³L⟩ has the form Σᵢvᵢ|tᵢ⟩ with v proportional to LY. The commutator of S with the vector s₁ − s₂, together with S|s⟩ = 0, gives Sⱼ|tᵢ⟩ = iεⱼᵢₖ|tₖ⟩. So S·n turns v into i n × v, and

(S·n)² v = −n × (n × v) = v − n(n·v).

But n·L = n·(r × p) = 0, so n·v = 0 and (S·n)² acts as 1. Therefore T = 1/2 on |³L⟩.

**The general 2 × 2 problem**

Let K = Zα²⟨r⁻³⟩ and let μ = m₁m₂/(m₁ + m₂) be the reduced mass. The singlet diagonal element is zero. The triplet one is K times

−a₊ + 1/(2m₁m₂) = −¼(1/m₁ + 1/m₂)² = −1/(4μ²).

For the off-diagonal element define δ = (m₂ − m₁)/(m₂ + m₁). Then 1/m₁ − 1/m₂ = δ/μ, and

a₋ = ¼(1/m₁ − 1/m₂)(1/m₁ + 1/m₂) = δ/(4μ²).

The energy matrix is therefore

K/(4μ²) × [ 0, δΛ ]
     [ δΛ, −1 ].

Spin-independent relativistic terms shift both states equally, since both have the same orbital state, and are omitted. Other states of the same n and J have L = J ± 1 and opposite parity, so they do not enter. Coupling to other shells would change the energies at higher order in α.

Subtracting the mean diagonal value leaves half of a matrix with diagonal (1, −1) and off-diagonal element 2δΛ. Put

R = √(1 + 4δ²Λ²),  cos 2θ = 1/R,  sin 2θ = 2δΛ/R.

The eigenvector for the upper sign is (cos θ, sin θ), and

E± = (K/(8μ²))(−1 ± R),
tan 2θ = 2δΛ,
singlet weight of the upper level = cos²θ = ½(1 + 1/R).

At this order the angle depends on L and the mass ratio, but not on Z or n.

Two limits check this. For m₂ → ∞, δ = 1 and R = √(1 + 4L² + 4L) = 2L + 1, so the weight is (L + 1)/(2L + 1), as in stage 1. Near equal masses tan 2θ ≈ 2θ, so θ ≈ δΛ. For m₂/m₁ = 1.1 and L = 1 this gives 0.0476 × 1.414 = 0.0673 rad, or 3.86°; the full formula gives 3.84°. At a mass ratio of 2 the angle is already 21.7°, and at 10 it is 33.3°, against 35.3° for a very heavy partner.

**Numbers for muonium**

For n = 2, L = 1 the radial function is proportional to r exp(−κr/2) with κ = Zμ, so

⟨r⁻³⟩ = ∫ r exp(−κr) dr / ∫ r⁴ exp(−κr) dr = (1/κ²)/(24/κ⁵) = κ³/24.

With m₂ = 206.768 and m₁ = 1, μ = 0.995187 and δ = 0.990374. This gives ⟨r⁻³⟩ = 0.0410679 bohr⁻³ and K = 2.18692 × 10⁻⁶ in atomic units. The coefficients are

A₁ = 0.5 + 0.004836 = 0.504836,
A₂ = 0.004848,
a₋ = (0.504836 − 0.004848)/2 = 0.249994.

The two nonzero matrix elements are

triplet diagonal: −K/(4μ²) = −5.5203 × 10⁻⁷ hartree,
off-diagonal: K × 0.249994 × 1.41421 = 7.7318 × 10⁻⁷ hartree.

The coupling exceeds the separation of the states it couples, so the mixing cannot be small. With Λ² = 2, R = √(1 + 8 × 0.980840) = 2.97434. Hence

singlet weight = ½(1 + 1/2.97434) = 0.6681,
θ = 35.18°,
splitting = 2.97434 × 5.5203 × 10⁻⁷ = 1.6419 × 10⁻⁶ hartree, or 10.80 GHz.

Without the antisymmetric term the splitting would be 5.520 × 10⁻⁷ hartree, about a third as large. These are values of the Breit model; radiative corrections, including those to g = 2, are not in them. The anomalous moments of electron and muon alone raise the splitting by about 25 MHz, to 10.83 GHz, and leave the singlet weight at 0.6681.

**Stage 3: equal masses and charge conjugation**

In positronium A₁ = A₂ = 3/2 and a₋ = 0. The singlet stays at zero and the triplet lies at −K/(4μ²) = −K, since μ = 1/2. With ⟨r⁻³⟩ = 1/192 bohr⁻³ the splitting is 2.774 × 10⁻⁷ hartree, or 1.82 GHz, with no mixing. This is again the g = 2 value: the anomalous moment raises it from 1824.9 to 1827.0 MHz, that is to 1.83 GHz, still with no mixing.

So far this is a cancellation in an approximate Hamiltonian. Charge conjugation C shows that it is a selection rule. Let b†_a create an electron and d†_a a positron, where a stands for position and spin. A pair state is

|Ψ⟩ = Σ Ψ(a, b) b†_a d†_b |0⟩.

C replaces electrons by positrons and conversely, leaving positions and spins alone:

C|Ψ⟩ = Σ Ψ(a, b) d†_a b†_b |0⟩ = −Σ Ψ(a, b) b†_b d†_a |0⟩.

The minus sign comes from anticommuting the two operators. Renaming the labels shows that Ψ(a, b) has become −Ψ(b, a). On the pair wave function C is thus minus the exchange of positions and spins. Exchanging positions sends r to −r and gives (−1)^L. Exchanging spins gives −1 for S = 0 and +1 for S = 1, that is, (−1)^(S+1). Together with the minus sign,

C = (−1)^(L+S).

The states ¹L and ³L have opposite C. If H commutes with C, then

⟨³L|H|¹L⟩ = ⟨³L|C⁻¹HC|¹L⟩ = −⟨³L|H|¹L⟩ = 0.

In operator form, the exchange reverses r and p, so L is unchanged while s₁ − s₂ changes sign. L·(s₁ − s₂) is odd under C, and a C-invariant Hamiltonian cannot contain it with a number or a function of r as coefficient.

This argument uses no expansion in α. It needs C invariance, which quantum electrodynamics has. It therefore also covers a process absent from muonium, the annihilation of the pair into a virtual photon and its re-creation. At leading order that is a contact term and does not reach L ≥ 1; being C-invariant, it could not cause this mixing in any case.

The numerical check shows that the cancellation in one-photon exchange is not a small-momentum accident. With the full Dirac spinors at p = 0.7 m₁c, well outside the expansion used above, and at the one scattering angle used in the program (cosine 4/9), the two spin-orbit coefficients differ by 0.3155/m₁² for m₂ = 3m₁, and agree to rounding error for equal masses. The charges enter this amplitude only through the overall factor q₁q₂. The check therefore probes the symmetry of this one diagram under exchange of two equal-mass Dirac particles, which holds for any charges, and not C itself. It is C that extends the result to all orders for a particle-antiparticle pair.

**Where the result stops**

For unequal masses no symmetry exchanges the two particles, and a₋ takes the value set by their masses. That value assumes g = 2 for both, so it does not apply unchanged to hydrogen, whose proton is not a point Dirac particle.

The selection rule for positronium assumes an isolated atom. In a fixed external magnetic field B each spin has the energy −(q/m)s·B, with α omitted. Opposite charges and equal masses make the sum −(q₁/m)(s₁ − s₂)·B. This contains the same spin difference and does couple singlet to triplet. C invariance is not violated: C would also have to reverse the external field, which is held fixed here.

Computed results

```
Dirac amplitude, m1=1, m2=3: A1 = 0.833333, A2 = 0.388889
Breit formula,   m1=1, m2=3: A1 = 0.833333, A2 = 0.388889
A1-A2 at p=0.7: equal masses 2.2e-16, m2=3 0.3155
L=1: |<3L_L| L.(s1-s2) |1L_L>| = 1.414214
L=2: |<3L_L| L.(s1-s2) |1L_L>| = 2.449490
L=3: |<3L_L| L.(s1-s2) |1L_L>| = 3.464102
fine-structure constant alpha = 0.007297353
1 hartree / h = 6.579684e+09 MHz
--- muonium, n=2, L=1, J=1 ---
m2 = 206.768283 m_e, reduced mass mu = 0.99518695 m_e
delta = 0.99037389
A1 = 0.50483633, A2 = 0.00484803 (1/m_e^2)
a_plus = 0.25484218, a_minus = 0.24999415 (1/m_e^2)
tensor coefficient 1/(m1 m2) = 0.00483633 (1/m_e^2)
<r^-3> = 0.04106793 bohr^-3, K = 2.186923e-06 (atomic units)
singlet diagonal = 5.5e-23 hartree (rounding)
triplet diagonal = -5.520318e-07 hartree
off-diagonal magnitude = 7.731758e-07 hartree
upper level = 5.449504e-07 hartree
lower level = -1.096982e-06 hartree
mixing angle theta = 35.1770 degrees
upper level: singlet 0.668104, triplet 0.331896
splitting = 1.641933e-06 hartree = 10803.40 MHz
splitting if a_minus were 0 = 5.520318e-07 hartree
--- positronium, n=2, L=1, J=1 ---
m2 = 1.000000 m_e, reduced mass mu = 0.50000000 m_e
delta = 0.00000000
A1 = 1.50000000, A2 = 1.50000000 (1/m_e^2)
a_plus = 1.50000000, a_minus = 0.00000000 (1/m_e^2)
tensor coefficient 1/(m1 m2) = 1.00000000 (1/m_e^2)
<r^-3> = 0.00520833 bohr^-3, K = 2.773508e-07 (atomic units)
singlet diagonal = 5.8e-22 hartree (rounding)
triplet diagonal = -2.773508e-07 hartree
off-diagonal magnitude = 4.944017e-24 hartree
upper level = 5.837433e-22 hartree
lower level = -2.773508e-07 hartree
mixing angle theta = 0.0000 degrees
upper level: singlet 1.000000, triplet 0.000000
splitting = 2.773508e-07 hartree = 1824.88 MHz
splitting if a_minus were 0 = 2.773508e-07 hartree
--- scan, n=2, L=1, J=1, m1 = m_e ---
m2/m1=1: theta=0.0000 deg, singlet weight=1.000000, split=2.77351e-07 hartree
m2/m1=1.1: theta=3.8354 deg, singlet weight=0.995526, split=2.93182e-07 hartree
m2/m1=2: theta=21.6569 deg, singlet weight=0.863803, split=5.08243e-07 hartree
m2/m1=10: theta=33.3149 deg, singlet weight=0.698335, split=1.27127e-06 hartree
m2/m1=100: theta=35.0829 deg, singlet weight=0.669649, split=1.61866e-06 hartree
m2/m1=1e+06: theta=35.2644 deg, singlet weight=0.666667, split=1.66410e-06 hartree
```
